# Which Sublattice Connections Allow Spin Splitting in Compensated Magnets?

## Problem

A collinear antiferromagnet has two magnetic sublattices, A and B, with opposite moments along one axis. Spin-orbit coupling is neglected, so the spin projection \(s=\pm1\) (up, down) is conserved and the Hamiltonian separates into blocks \(H_s(\mathbf k)\). We also assume that there are no orbital currents and no external magnetic field, so that all hoppings are real in a basis of localized real orbitals. Some spatial operation exchanges A and B, and combined with a spin flip it is a symmetry.

Let \(G\) be the set of all spatial symmetries, including all products. Each member is described by its point part \(M\) (an orthogonal matrix) and by whether it exchanges the sublattices. Exchanging members are accompanied by a spin flip; the others are not.

1. Find how the exchange and the reality of the hoppings relate \(E_\uparrow\) and \(E_\downarrow\), and show that the net spin vanishes.
2. Find a necessary and sufficient condition on \(G\) for spin splitting to be allowed at generic \(\mathbf k\). "Allowed" means that some Hamiltonian with these symmetries splits.
3. Apply it to connections generated by a translation, an inversion, or a rotation \(C_2, C_3, C_4, C_6\) about \(z\), in three dimensions and in a planar crystal normal to \(z\).
4. A square lattice (lattice constant \(a=1\)) has A at the corners and B at the cell centres. On A the hopping is \(t_a\) along \(x\) and \(t_b\) along \(y\). Nearest A and B sites are joined by \(t_1\), and the exchange field is \(+sJ\) on A and \(-sJ\) on B. The bonds on B follow from those on A by translation, inversion or \(C_4\). Compare the splittings at \(\mathbf k=(0.6,0.2)\pi\) for \(t_1=0.010\), \(t_a=0.006\), \(t_b=0.002\), \(J=0.020\) hartree. These are round model values.
5. Determine what changes if the hoppings may be complex, and what the splitting implies for spin-polarized currents.

## Solution

### 1. Two relations between the bands

Let \(t^s_{\alpha\beta}(\mathbf d)\) be the hopping between sublattices \(\alpha,\beta\) separated by \(\mathbf d\), so that

\[
H^s_{\alpha\beta}(\mathbf k)=\sum_{\mathbf d}t^s_{\alpha\beta}(\mathbf d)\,e^{i\mathbf k\cdot\mathbf d}.
\]

An exchanging operation carries \(\mathbf d\) to \(M\mathbf d\), each sublattice \(\alpha\) to the other one \(\bar\alpha\), and up to down. Symmetry therefore means \(t^\downarrow_{\bar\alpha\bar\beta}(M\mathbf d)=t^\uparrow_{\alpha\beta}(\mathbf d)\). Since \(M\) is orthogonal, \(M\mathbf k\cdot M\mathbf d=\mathbf k\cdot\mathbf d\), and

\[
H^\downarrow_{\bar\alpha\bar\beta}(M\mathbf k)
=\sum_{\mathbf d}t^\downarrow_{\bar\alpha\bar\beta}(M\mathbf d)\,e^{iM\mathbf k\cdot M\mathbf d}
=H^\uparrow_{\alpha\beta}(\mathbf k).
\]

Relabelling the sublattices does not change eigenvalues. With several orbitals per site, \(M\) also mixes the orbitals through a constant orthogonal matrix, which does not change them either. Hence

\[
E_\uparrow(\mathbf k)=E_\downarrow(M\mathbf k)\qquad\text{(exchanging member)}. \tag{1}
\]

The map \(\mathbf k\to M\mathbf k\) permutes the Brillouin zone. Up and down thus have equally many states below any common chemical potential, and the net spin is zero. This is a statement about the sum over the zone; it does not make the bands equal at each \(\mathbf k\).

Real hoppings give a second relation. Complex conjugation changes only the sign in the exponent, so \(H_s(-\mathbf k)=H_s(\mathbf k)^*\). A Hermitian matrix and its conjugate have the same real eigenvalues, so

\[
E_s(-\mathbf k)=E_s(\mathbf k). \tag{2}
\]

### 2. The criterion

**Necessity.** Suppose an exchanging member has \(M=+1\). Then (1) reads \(E_\uparrow(\mathbf k)=E_\downarrow(\mathbf k)\). If instead \(M=-1\), then (1) followed by (2) gives

\[
E_\uparrow(\mathbf k)=E_\downarrow(-\mathbf k)=E_\downarrow(\mathbf k).
\]

Either case removes the splitting at every \(\mathbf k\). Splitting therefore requires that no exchanging member of \(G\) acts on \(\mathbf k\) as \(+1\) or \(-1\).

**A minimal model.** To show that this condition is also sufficient, take one orbital per site. Let \(e_A,e_B\) be the band energies from hopping within each sublattice and \(f\) the A–B matrix element. With

\[
\varepsilon_0=\tfrac12(e_A+e_B),\qquad D=\tfrac12(e_A-e_B),
\]

the block for spin \(s\) is

\[
H_s=\varepsilon_0+\begin{pmatrix}D+sJ&f\\ f^*&-(D+sJ)\end{pmatrix}.
\]

The second matrix is traceless and its square is \((D+sJ)^2+|f|^2\) times the unit matrix. The energies are therefore

\[
E_s^\pm=\varepsilon_0\pm S_s,\qquad S_s=\sqrt{|f|^2+(D+sJ)^2}. \tag{3}
\]

From \(S_\uparrow^2-S_\downarrow^2=(D+J)^2-(D-J)^2=4JD\), the splitting of the lower band is

\[
E_\uparrow^--E_\downarrow^-=-(S_\uparrow-S_\downarrow)=-\frac{4JD}{S_\uparrow+S_\downarrow}. \tag{4}
\]

The upper band has the opposite sign. For \(J\neq0\) the denominator is positive, so the splitting vanishes precisely where \(D=0\). In this one-orbital model two ingredients are needed: opposite exchange fields, and hopping that distinguishes A from B at the given \(\mathbf k\). With several orbitals per site, on-site orbital energies oriented differently on A and B can also provide the distinction, if the hopping depends on the orbital and on the direction.

**Sufficiency.** In a planar crystal both \(\mathbf k\) and the lattice vectors lie in the plane, so there \(M\) denotes only the in-plane part of the operation. Choose a lattice vector \(\mathbf d\) that no \(M\) in \(G\) other than \(\pm1\) maps to \(\pm\mathbf d\). Such a vector exists: for each \(M\neq\pm1\), the solutions of \(M\mathbf d=\pm\mathbf d\) lie in proper subspaces, and finitely many of these cannot contain the whole lattice. Place equal real hoppings on A along all \(\pm M_g\mathbf d\) with \(g\) non-exchanging, and on B along all \(\pm M_g\mathbf d\) with \(g\) exchanging. The construction assumes one A site and one B site per magnetic cell, so the proof of sufficiency covers that case; the proof of necessity holds for any number of sites. This pattern respects \(G\). Up to a constant factor,

\[
D(\mathbf k)=\sum_{g\in G}\chi_g\cos(\mathbf k\cdot M_g\mathbf d),\qquad
\chi_g=\begin{cases}+1&\text{non-exchanging}\\-1&\text{exchanging,}\end{cases} \tag{5}
\]

where lattice translations are not counted separately. Could the terms cancel? Two cosines coincide when \(M_g\mathbf d=\pm M_h\mathbf d\), which by the choice of \(\mathbf d\) requires \(M_h^{-1}M_g=\pm1\). If \(\chi_g\neq\chi_h\), then \(h^{-1}g\) is an exchanging member acting as \(\pm1\), and the condition excludes it. Coinciding cosines thus have equal signs, and distinct cosines are linearly independent. Hence \(D\) is a nonzero trigonometric polynomial, whose zeros fill no volume of the zone (no area in a planar crystal). Splitting is allowed at generic \(\mathbf k\) **if and only if no exchanging member of \(G\) acts on \(\mathbf k\) as \(+1\) or \(-1\)**.

### 3. Translation, inversion and rotations

If one operation generates the connection, its odd powers exchange the sublattices and its even powers do not. All odd powers must be examined.

- **Translation** has \(M=+1\): forbidden.
- **Inversion** has \(M=-1\): forbidden.
- **\(C_3\)** looks harmless, but three exchanges are again an exchange, while \(C_3^3=1\). In three dimensions the cube is an exchanging translation along \(z\): forbidden. In a planar crystal the cube would be the identity, which exchanges nothing, so no such connection exists.
- **\(C_2\)** in three dimensions maps \((k_x,k_y,k_z)\) to \((-k_x,-k_y,k_z)\), which is neither \(+\mathbf k\) nor \(-\mathbf k\): allowed. In a planar crystal there is no \(k_z\), and \(C_2\) acts as \(-1\): forbidden.
- **\(C_4\)** has the odd powers \(C_4\) and \(C_4^3\), quarter turns in opposite senses. Neither is \(\pm1\) in two or three dimensions: allowed in both.
- **\(C_6\)** has the odd powers \(C_6\), \(C_6^3=C_2\) and \(C_6^5\). In three dimensions none is \(\pm1\): allowed. In a planar crystal \(C_2=-1\): forbidden.

The same argument locates nodes at special momenta. For \(C_2\) and \(C_6\) in three dimensions, the plane \(k_z=0\) is degenerate, because there \(C_2\mathbf k=-\mathbf k\).

Additional symmetries can change the verdict. A \(C_4\) connection together with an exchanging inversion is forbidden, whereas an inversion that maps each sublattice to itself does no harm. Hence an inversion-symmetric crystal can have spin splitting; what matters is whether inversion exchanges the opposite moments.

These verdicts were tested by diagonalizing random hopping models with the stated symmetries at 40 random momenta per case. The forbidden cases gave at most \(1.8\times10^{-15}J\), which is rounding error. The allowed cases gave between \(9\times10^{-4}J\) and \(2.0J\). The planar cases used \(k_z=0\).

### 4. The square-lattice example

Hopping along \(\pm x\) and \(\pm y\) on A gives

\[
e_A=2t_a\cos k_x+2t_b\cos k_y.
\]

The four A–B bonds \((\pm\tfrac12,\pm\tfrac12)\) give

\[
f=t_1\left(e^{ik_x/2}+e^{-ik_x/2}\right)\left(e^{ik_y/2}+e^{-ik_y/2}\right)
=4t_1\cos\frac{k_x}{2}\cos\frac{k_y}{2}.
\]

**Translation or inversion.** Translation copies the A bonds onto B. Inversion reverses them, but a real bond along \(-x\) contributes the same cosine as one along \(+x\). In both cases \(e_B=e_A\), hence \(D=0\), and (4) gives no splitting.

**Rotation.** A quarter turn about the midpoint of a cell edge exchanges corners and centres. It puts \(t_a\) along \(y\) and \(t_b\) along \(x\) on B, so \(e_B=2t_b\cos k_x+2t_a\cos k_y\) and

\[
\varepsilon_0=(t_a+t_b)(\cos k_x+\cos k_y),\qquad
D=(t_a-t_b)(\cos k_x-\cos k_y).
\]

At \(\mathbf k=(0.6,0.2)\pi\), \(\cos k_x=-0.3090\) and \(\cos k_y=0.8090\). In hartree,

\[
\varepsilon_0=0.008\times0.5000=0.004000,
\]
\[
D=0.004\times(-1.1180)=-0.004472,
\]
\[
f=0.040\cos(0.3\pi)\cos(0.1\pi)=0.022361.
\]

The two square roots are

\[
S_\uparrow=\sqrt{0.022361^2+0.015528^2}=0.027223,
\]
\[
S_\downarrow=\sqrt{0.022361^2+0.024472^2}=0.033149.
\]

The lower energies are \(0.004000-0.027223=-0.023223\) for up and \(0.004000-0.033149=-0.029149\) for down. The splitting is

\[
E_\uparrow^--E_\downarrow^-=0.005926\ \text{hartree}=0.161\ \text{eV}.
\]

Equation (4) gives the same value, \(0.080\times0.004472/0.060372=0.005926\). At the rotated momentum \((-0.2,0.6)\pi\) the down energies equal the up energies found here, as (1) requires, and the splitting changes sign. On a torus of \(10\times10\) cells, 79 up states and 79 down states lie below \(-0.025\) hartree: the bands are split, yet the spin is compensated.

**Limits.** If \(|D|\) is small compared with \(S_0=\sqrt{f^2+J^2}\), both roots in (4) approach \(S_0\), and the splitting tends to \(-2JD/S_0\). Here \(S_0=0.0300\) hartree, and the estimate is 0.00596 hartree, about 0.6% above the full model value. If \(J\) is large compared with both \(|f|\) and \(|D|\), then \(S_0\to J\) and the splitting tends to \(-2D\). A stronger exchange field then no longer increases it, because each state already resides on one sublattice and the splitting measures the difference between the sublattice bands.

**The whole group counts.** With \(t_a=t_b\) the splitting vanishes although the \(C_4\) connection remains. The hopping then no longer distinguishes the sublattices. The translation by \((\tfrac12,\tfrac12)\) with a spin flip becomes a symmetry, so \(G\) gains an exchanging member with \(M=+1\), and the criterion forbids splitting. With \(J=0\) there are no moments and the two spin blocks coincide. Symmetry does not fix the size of an allowed splitting: by (4) it shrinks continuously to zero as \(t_a-t_b\to0\).

**Nodes.** The splitting also vanishes on the diagonals \(k_x=\pm k_y\). This is not due to \(C_4\) alone. Add a hopping \(t_d\) along \((1,1)\) on A and its rotated copy along \((-1,1)\) on B. Then \(D\) gains

\[
t_d\left[\cos(k_x+k_y)-\cos(k_x-k_y)\right]=-2t_d\sin k_x\sin k_y,
\]

which is generally nonzero on the diagonals. The original bonds also have exchanging diagonal mirrors, and these pin the nodes there. \(C_4\) by itself requires only \(D(C_4\mathbf k)=-D(\mathbf k)\), so \(D\) must change sign somewhere within each quarter turn about \(\mathbf k=0\).

### 5. Complex hoppings and spin currents

**Where reality matters.** Relation (2) was needed wherever an exchanging member acts on \(\mathbf k\) as \(-1\): for inversion, for \(C_2\) and \(C_6\) in a planar crystal, and for the degenerate plane \(k_z=0\). It was not needed for \(M=+1\). Without it, \(M=-1\) gives only \(E_\uparrow(\mathbf k)=E_\downarrow(-\mathbf k)\), which does not forbid splitting. Inversion serves as the example. Give the \(x\) bond on A the amplitude \(t_ae^{i\phi}\), the same for both spins, and keep the A–B bonds real. The triangle formed by two neighbouring A sites and a B site then carries the phase \(\phi\), as in a state with orbital currents. Inversion reverses the bond direction on B but keeps its amplitude, so \(k_x+\phi\) on A becomes \(k_x-\phi\) on B:

\[
D=t_a\left[\cos(k_x+\phi)-\cos(k_x-\phi)\right]=-2t_a\sin\phi\sin k_x.
\]

For \(\phi=0.5\) rad this is \(-0.005472\) hartree at the same \(\mathbf k\). The splitting is \(+0.00723\) hartree at \(\mathbf k\) and \(-0.00723\) hartree at \(-\mathbf k\). It is odd in momentum, whereas (2) makes every splitting in the real case even. A translation connection still gives \(e_A=e_B\) and no splitting.

Two other assumptions also matter. A site-energy difference between A and B breaks the exchange symmetry, and compensation is then no longer guaranteed. Spin-orbit coupling ties the spin to the lattice and in general mixes the two blocks, so the classification by separate spin bands no longer applies as it stands.

**Currents.** Assume Boltzmann transport with one constant relaxation time. At low temperature the conductivity \(\sigma_s^{ij}\) of each spin is then proportional to the integral of \(v_iv_j\,\delta(E_s-\mu)\) over the zone, summed over bands, where \(\mu\) is the chemical potential. Differentiating (1) gives \(\mathbf v_\downarrow(M\mathbf k)=M\mathbf v_\uparrow(\mathbf k)\), and hence

\[
\sigma_\downarrow=M\sigma_\uparrow M^{T}.
\]

For a \(C_4\) connection, \(\sigma_\downarrow^{xx}=\sigma_\uparrow^{yy}\). A field along \(x\) therefore drives a spin-polarized current whenever \(\sigma_\uparrow^{xx}\neq\sigma_\uparrow^{yy}\), although the net spin is zero. Under a quarter turn of the field the polarization changes sign.

A \(C_6\) connection in three dimensions behaves differently. Its square, \(C_3\), maps each spin to itself and forces \(\sigma_\uparrow\) to be isotropic in the plane, with no components mixing the plane and \(z\). Such a tensor is unchanged by \(C_6\), so \(\sigma_\downarrow=\sigma_\uparrow\), and the linear current carries no spin polarization even though the bands are split. For a device that relies on this current, band splitting is thus not sufficient: the two conductivity tensors must also differ in the component that is used. A \(C_2\) connection about \(z\), for example, reverses only the components mixing the plane and \(z\), so a field along \(x\) produces no spin polarization in the current along \(x\). The sample must also favour one orientation of the moments. Exchanging up and down everywhere reverses the polarization, so equal amounts of the two kinds of domain cancel on average.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Random symmetric models, J = 1; splittings in units of J
(smallest and largest over 40 random momenta)
translation, 3D: forbidden, 0.0e+00 to 0.0e+00
translation, planar: forbidden, 0.0e+00 to 0.0e+00
inversion, 3D: forbidden, 0.0e+00 to 1.8e-15
inversion, planar: forbidden, 0.0e+00 to 8.9e-16
C2 rotation, 3D: allowed, 2.1e-02 to 1.9e+00
C2 rotation, planar: forbidden, 0.0e+00 to 1.8e-15
C3 rotation, 3D: forbidden, 0.0e+00 to 0.0e+00
C3 rotation, planar: forbidden, 0.0e+00 to 0.0e+00
C4 rotation, 3D: allowed, 9.0e-04 to 1.4e+00
C4 rotation, planar: allowed, 1.4e-02 to 1.7e+00
C6 rotation, 3D: allowed, 1.6e-03 to 1.3e+00
C6 rotation, planar: forbidden, 0.0e+00 to 1.8e-15
C4 + exchanging inversion, 3D: forbidden, 0.0e+00 to 1.8e-15
C4 + exchanging inversion, planar: forbidden, 0.0e+00 to 0.0e+00
C4 + non-exchanging inversion, 3D: allowed, 2.0e-02 to 1.7e+00
C4 + non-exchanging inversion, planar: allowed, 2.4e-03 to 2.0e+00
Site offset 0.5 J: largest up-down level mismatch 0.899 J
Example: t1=0.010, ta=0.006, tb=0.002, J=0.020 hartree
k = (0.6, 0.2) pi/a; rotated k = (-0.2, 0.6) pi/a
epsilon0 = 0.004000, D = -0.004472, f = 0.022361 hartree
S_up = 0.027223, S_down = 0.033149 hartree
C4, up at k: -0.023223, 0.031223 hartree
C4, down at k: -0.029149, 0.037149 hartree
C4, down at rotated k: -0.023223, 0.031223 hartree
Lower-band splitting E_up - E_down:
C4 at k: 0.005926 hartree = 0.1613 eV
C4 at rotated k: -0.005926 hartree
C4 at k = (0.4, 0.4) pi/a: magnitude 0.0e+00 hartree
translation at k: magnitude 0.0e+00 hartree
inversion at k: magnitude 0.0e+00 hartree
C4 at k with tb = ta: magnitude 3.5e-18 hartree
C4 at k with J = 0: magnitude 0.0e+00 hartree
Inversion, ta phase 0.5 rad: D = -0.005472 hartree
  splitting at k 0.007228, at -k -0.007228 hartree
C4 torus, 10 x 10 cells, states below -0.025 hartree: up 79, down 79
```
